# Why a Single Metallic Carbon Nanotube Makes a Poor Short Via

A vertical connection between two wiring levels, a via, is 50 nm long and fills a square hole of side 20 nm. One candidate filling is an ordinary metal in which an electron travels 10 nm between collisions. Another is a single metallic carbon nanotube in which it travels 1000 nm before being turned back. Most electrons cross the tube without being reversed, while in the metal they scatter many times. Yet the tube has a resistance of about 6.8 kΩ and the metal about 9 Ω.

Three contributions decide this comparison: the conductance of one channel, the number of channels, and the scattering along the length. They can be separated and weighed.

## 1. What one channel conducts

Let the tube join two normal, ideal reservoirs with chemical potentials $\mu_L$ and $\mu_R$, where $\mu_L-\mu_R=eV$. Electrons are treated as independent particles in a mean field. Ideal means that the left reservoir fills all right-moving states entering the tube with the Fermi function $f_L$, the right one fills the left-moving states with $f_R$, and electrons leaving the tube enter the reservoirs without reflection.

Per unit length, an interval $dk$ contains $2\,dk/2\pi$ states, the 2 being for spin. Each carries charge at velocity $v=\hbar^{-1}dE/dk$. For one band with perfect transmission, the magnitude of the current is therefore

$$
I=2e\int_{v>0}\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,(f_L-f_R)
=\frac{2e}{h}\int dE\,(f_L-f_R).
$$

The left-movers supply the term $-f_R$, since time reversal pairs each of them with a right-mover of equal energy. The velocity has cancelled against the density of states: a fast band carries its charge faster but has fewer states per unit energy. High velocity therefore does not raise the conductance of a perfect channel.

Let $M(E)$ be the number of right-moving channels per spin. At small bias $f_L-f_R\simeq eV(-\partial f/\partial E)$, so

$$
G=\frac{2e^2}{h}\int dE\,M(E)\left(-\frac{\partial f}{\partial E}\right).
$$

Scattering replaces $M$ by the total transmission $\mathcal T=\sum_{mn}|t_{mn}|^2$, with amplitudes normalised to flux. For each incoming channel $n$, conservation of flux requires $\sum_m(|t_{mn}|^2+|r_{mn}|^2)=1$. Its transmitted part is at most 1, and summing over the $M$ incoming channels gives $\mathcal T\le M$. If a disordered section lies between clean stretches of the same tube, static disorder therefore cannot lift the conductance above that of the $M$ channels open in the clean stretches. A static potential that shifts the bands along the whole tube is a different matter: like doping, it can open further channels.

## 2. How many channels the tube has

In the nearest-neighbour model of the carbon $\pi$ electrons, with hopping energy $t$, graphene has the bands

$$
E=\pm t|F|,\qquad F=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2},
$$

where $\mathbf a_1,\mathbf a_2$ are lattice vectors of length $a$ at 60° to each other. Undoped graphene has its Fermi level at $E=0$. Three unit complex numbers add to zero when their phases are 120° apart, so $(\mathbf k\cdot\mathbf a_1,\mathbf k\cdot\mathbf a_2)$ must be $(2\pi/3,-2\pi/3)$ or the reverse. These are the two inequivalent points $K$ and $K'$.

Rolling the sheet along $\mathbf C=n\mathbf a_1+m\mathbf a_2$ makes the wave periodic around the tube: $\mathbf k\cdot\mathbf C=2\pi q$, with $q$ an integer. The allowed wavevectors form parallel lines. At $K$ the left side is $2\pi(n-m)/3$, so a line passes through $K$, and likewise $K'$, when $n-m$ is divisible by 3.

To find the bands on such a line, put $\mathbf k=\mathbf K+\boldsymbol\kappa$ and expand to first order. With $x=\boldsymbol\kappa\cdot\mathbf a_1$ and $y=\boldsymbol\kappa\cdot\mathbf a_2$,

$$
|F|^2\simeq|xe^{2\pi i/3}+ye^{-2\pi i/3}|^2=x^2+y^2-xy.
$$

Choosing $\mathbf a_{1,2}=a(\sqrt3/2,\pm1/2)$ gives

$$
x^2+y^2=a^2\left(\tfrac32\kappa_x^2+\tfrac12\kappa_y^2\right),\qquad
xy=a^2\left(\tfrac34\kappa_x^2-\tfrac14\kappa_y^2\right),
$$

and hence $|F|^2\simeq\tfrac34a^2\kappa^2$. With bond length $b=a/\sqrt3$, the energy is $E=\pm\hbar v_F|\boldsymbol\kappa|$, where $\hbar v_F=\tfrac32tb$. Along the line through $K$ this becomes two crossing straight branches, one rising and one falling. Each of the two points thus supplies one right-mover, and $M=2$ per spin.

A larger circumference packs the allowed lines more densely, but the additional lines miss the two points and have no states at $E=0$. Counts from atomic Hamiltonians near the Fermi level show this: the (5,5), (10,10), (15,15) and (9,0) tubes all have two channels, and the semiconducting (10,0) tube has none.

With $M=2$ across the thermal window,

$$
G\le\frac{4e^2}{h},\qquad R\ge\frac{h}{4e^2}=6453.2\ \Omega\approx6.45\ \text{k}\Omega .
$$

This resistance remains in a tube without scattering. Inside such a tube the right-movers have chemical potential $\mu_L$ and the left-movers $\mu_R$ at every point. Their mean is uniform, so no potential drops along the tube. It drops at the two ends, where a few channels meet wide reservoirs. A cleaner tube cannot remove it.

## 3. When the floor moves

The floor depends on the next bands staying out of reach. For an $(n,n)$ tube, $\mathbf C=n(\mathbf a_1+\mathbf a_2)$ and the axis lies along $\mathbf a_1-\mathbf a_2$. Write $\mathbf k\cdot\mathbf a_{1,2}=\phi\pm\theta$. The periodic condition is $2n\phi=2\pi q$, so $\phi=\pi q/n$, while $\theta=ka/2$ contains the axial wavenumber $k$. Then

$$
\begin{aligned}
|F|^2&=3+2\cos(\phi+\theta)+2\cos(\phi-\theta)+2\cos2\theta\\
&=1+4\cos\phi\cos\theta+4\cos^2\theta\\
&=(2\cos\theta+\cos\phi)^2+\sin^2\phi .
\end{aligned}
$$

The second line uses $2\cos2\theta=4\cos^2\theta-2$. For $q=n$ the sine vanishes and the bands cross zero at $\theta=\pm\pi/3$, which are the two channels already found. The next bands, $q=n\pm1$, have their minima where the square vanishes, at

$$
E_1=t\sin(\pi/n).
$$

Each of these two bands has two minima, at opposite $\theta$. Just above $E_1$ every minimum supplies one right-mover, so $M=2+4=6$.

The example is a (10,10) tube with $t=3.0$ eV and $b=0.14$ nm. Its diameter is 1.34 nm and $E_1=0.927$ eV, against a thermal energy of 0.026 eV at 300 K. The bands are symmetric about $E=0$. With the Fermi level there, electrons above $E_1$ and holes below $-E_1$ each add $4f(E_1)$ to the thermal average of $M$:

$$
\langle M\rangle=2+8f(E_1),
$$

apart from smaller terms from higher bands. The addition is about $2\times10^{-15}$, which is negligible.

Doping is a more effective way to move the floor. If the Fermi level is raised to $1.05E_1$, six channels are open there, and the low-temperature floor falls to $h/(12e^2)\approx2.15$ kΩ. The 6.45 kΩ bound therefore belongs to a tube whose Fermi level, thermal window and bias window all lie between $-E_1$ and $E_1$.

Width matters too. The allowed lines are $2/d$ apart for diameter $d$, so the linear bands give $E_1\simeq2\hbar v_F/d$. A tube ten times wider would have $E_1$ near 0.09 eV, less than four thermal energies, and its higher bands would begin to conduct at room temperature.

Two further conditions apply. At $E=0$ the wave amplitudes in the closed bands decay along the tube, the slowest of them roughly as $e^{-2z/d}$, so the tube must be much longer than its radius for tunnelling through them to be negligible; 50 nm against 0.67 nm satisfies this. The model also leaves out curvature, which can open small gaps in metallic tubes that are not armchair, and contact reflection, which adds resistance.

## 4. What the long mean free path contributes

Let $1/\lambda$ be the probability per unit length that an electron is reversed, equal for both channels. Assume that phase coherence is lost between reversals, so that probabilities add. The right- and left-going fluxes $F_+$ and $F_-$ obey

$$
\frac{dF_+}{dx}=-\frac{F_+-F_-}{\lambda},\qquad
\frac{dF_-}{dx}=-\frac{F_+-F_-}{\lambda}.
$$

The second equation has the same sign as the first because left-movers travel towards smaller $x$. Subtracting shows that $J=F_+-F_-$ is constant. For unit flux entering at $x=0$ and none entering at $x=L$,

$$
F_+(x)=1-\frac{Jx}{\lambda},\qquad F_-(L)=0\ \Rightarrow\ F_+(L)=J .
$$

Thus $1-JL/\lambda=J$. The transmission per channel is $T=J=\lambda/(\lambda+L)$, and

$$
R_{\rm tube}=\frac{h}{4e^2}\frac1T=\frac{h}{4e^2}\left(1+\frac L\lambda\right).
$$

The mean free path enters the second term alone. In the via, $L/\lambda=50/1000=0.05$, so

$$
R_{\rm tube}=6453.2+322.7=6775.9\ \Omega .
$$

Scattering supplies about 5% of the total. Making $\lambda$ ten times longer lowers the resistance to 6485.5 Ω, a gain of about 4%. The mean free path is already so long that improving it hardly matters. This holds at low bias. Above roughly 0.2 V electrons in a real tube emit optical phonons, $\lambda$ falls to tens of nanometres, and scattering is no longer a small part of the resistance.

If phase coherence persists, interference changes the length law, but the bound from flux conservation stands for a disordered section between clean stretches of tube. In four such coherent samples, each about 2 nm long with random site energies within $\pm t$, the total transmission ranges from 1.44 to 1.87, below the limit of 2. They illustrate the bound and not the via: over 50 nm, disorder this strong would cut the transmission far more.

## 5. The metal in the same hole

For comparison take a free-electron metal of density $n_e=10^{29}\ \text{m}^{-3}$. Filling a Fermi sphere with two spins gives $n_e=2(4\pi k_F^3/3)/(2\pi)^3$, hence $k_F=(3\pi^2n_e)^{1/3}=14.36\ \text{nm}^{-1}$.

Hard walls a distance $W$ apart allow transverse wavenumbers $\pi n_x/W$ and $\pi n_y/W$, with positive integers $n_x,n_y$. Channels open at the Fermi level lie in a quarter circle of radius $k_FW/\pi$, so for area $A=W^2$

$$
M_m\simeq\frac\pi4\left(\frac{k_FW}{\pi}\right)^2=\frac{k_F^2A}{4\pi}=6563 .
$$

A direct count gives 6476. It is about 1% smaller: the area formula in effect counts the points on the axes $n_x=0$ and $n_y=0$ with half weight, and hard walls exclude them altogether. The metal's count grows with area, whereas the tube's stays at two.

Without scattering the metal would have $h/(2e^2M_m)=1.966\ \Omega$. In the opposite limit, a wire much longer than its mean free path $\lambda_m$, the Drude conductivity is $\sigma=n_ee^2\lambda_m/(\hbar k_F)$. Inserting $n_e=k_F^3/3\pi^2$ and then $k_F^2A=4\pi M_m$,

$$
\frac{L}{\sigma A}=\frac{3\pi^2\hbar L}{e^2k_F^2A\lambda_m}
=\frac{3\pi\hbar L}{4e^2M_m\lambda_m}
=\frac{h}{2e^2M_m}\,\frac{3L}{4\lambda_m}.
$$

Adding the two limits gives an interpolation for lengths between them:

$$
R_{\rm metal}\simeq\frac{h}{2e^2M_m}\left(1+\frac{3L}{4\lambda_m}\right).
$$

It assumes isotropic scattering in the bulk and smooth sidewalls that preserve forward momentum. At $L=5\lambda_m$ it implies a transmission of 0.2105 per channel, while a random walk gives 0.2078, a difference of about 1%; near $L=\lambda_m$ the interpolation overestimates the transmission by about 3%. For the via,

$$
R_{\rm metal}=1.966\times(1+3.75)=9.34\ \Omega .
$$

Here scattering supplies most of the resistance, the reverse of the tube.

## 6. Weighing the contributions

The ratio of the two resistances separates into a channel factor and a scattering factor:

$$
\frac{R_{\rm tube}}{R_{\rm metal}}
=\frac{M_m}{2}\times\frac{1+L/\lambda}{1+3L/4\lambda_m}
=3282\times\frac{1.05}{4.75}\approx725 .
$$

The shortage of channels costs the tube a factor of about 3300. Its long mean free path wins back a factor of 4.5. Even an infinite $\lambda$ would win back 4.75 and leave the tube about 690 times more resistive. This is the sense in which the channel count, and not scattering, makes the lone tube a poor short via.

Greater length does not rescue it. Compared with the metal, the tube has the larger resistance at zero length, since $1/2>1/M_m$. It also has the larger increase per unit length, since $2\lambda=2000$ nm is far below $M_m(4\lambda_m/3)\approx87\,500$ nm. Its resistance is therefore higher at every length in this model. A hypothetical tube with no scattering at all would match the metal at about 44 µm.

## 7. Many tubes, and where the long path pays

Part of the lone tube's handicap is that it leaves most of the hole empty. Suppose instead that the hole holds parallel, uncoupled tubes in a hexagonal array of pitch $p=1.7$ nm, all metallic. Each occupies $\sqrt3p^2/2=2.50\ \text{nm}^2$, so the area holds about 160 tubes if edge effects, which would remove about a tenth of them, are ignored. Their combined resistance is $6775.9/159.8=42.4\ \Omega$, still 4.5 times that of the metal. In the area of one tube the metal offers $M_c=41.1$ channels against two.

Now the competition depends on length. Write $\ell_m=4\lambda_m/3=13.3$ nm. Dividing both resistances by $h/2e^2$, the tube and the metal in its cell are equal when

$$
\frac12\left(1+\frac{L}{\lambda}\right)=\frac1{M_c}\left(1+\frac{L}{\ell_m}\right).
$$

Collecting the terms in $L$ gives the crossover length

$$
L^*=\frac{\dfrac12-\dfrac1{M_c}}{\dfrac1{M_c\ell_m}-\dfrac1{2\lambda}} .
$$

It is positive if $M_c>2$ and $2\lambda>M_c\ell_m$. Here $M_c\ell_m\approx548$ nm, and

$$
L^*\approx\frac{0.476}{0.00183-0.00050}\ \text{nm}\approx360\ \text{nm}.
$$

Below this length the metal's larger number of channels wins; above it the tubes' weaker scattering wins. For $L\gg\lambda$ the ratio of bundle to metal resistance tends to $M_c\ell_m/2\lambda\approx0.27$, so the bundle's resistance is then lower by a factor of about 3.7. The figures are favourable to the bundle in taking every tube as metallic, every contact as perfect and neighbouring tubes as uncoupled; at this spacing, hopping between tubes can open small gaps at the band crossings and leave fewer than two channels per tube. The value $\lambda_m=10$ nm corresponds to a resistivity of 5.9 µΩ cm, over three times that of bulk copper, so it describes a fill that already scatters strongly. A shorter $\lambda_m$ would shorten $L^*$, while for $\lambda_m$ above $3\lambda/2M_c\approx36$ nm the condition $2\lambda>M_c\ell_m$ fails and the metal wins at every length. They apply to these model parameters, but the two roles are general within the model: channel number governs the short limit, and the product of channel number and scattering length ($\lambda$ for the tube, $\ell_m$ for the metal) governs the long one. A 50 nm via lies on the short side, where a long mean free path has little resistance left to remove.

The numerical output below lists the values used here.

## Computed values

```
CHANNELS PER SPIN NEAR THE FERMI LEVEL (energy 0.05 t)
  tube (5,5): 2
  tube (10,10): 2
  tube (15,15): 2
  tube (9,0): 2
  tube (10,0): 0
TUBE (10,10)
  hopping t: 3.0 eV
  bond length: 0.14 nm
  diameter: 1.34 nm
  temperature: 300 K
  thermal energy kB T: 0.0259 eV
  first subband edge E1: 0.927 eV
  thermal extra channels 8 f(E1): 2.1e-15
  channels per spin at 1.05 E1: 6
  floor h/(4e^2): 6453.2 ohm = 6.45 kiloohm
  resistance from Bloch-state sum: 6453.2 ohm
  floor with six channels: 2151.1 ohm
  Green-function transmission, clean: 2.0000
  same at 1.05 E1: 5.9997
  same, four disordered samples (site energies within +-t): 1.870, 1.459, 1.798, 1.442
VIA INPUTS
  length: 50 nm
  side of square hole: 20 nm
  tube backscattering length: 1000 nm
  metal electron density: 1.0e+29 m^-3
  metal mean free path: 10 nm
LONE TUBE IN THE VIA
  resistance: 6775.9 ohm
  part due to scattering: 322.7 ohm
  resistance, tenfold lambda: 6485.5 ohm
METAL FILL
  Fermi wavenumber: 14.36 nm^-1
  channels per spin, area formula: 6563
  channels per spin, hard-wall count: 6476
  ballistic part: 1.966 ohm
  resistance: 9.34 ohm
  lone tube / metal: 725
  metal matches ballistic tube at: 43743 nm
  random-walk transmission, 5 mfp: 0.2078
  interpolation law, 5 mfp: 0.2105
DENSE BUNDLE, ALL TUBES METALLIC
  pitch: 1.7 nm
  area per tube: 2.50 nm^2
  metal channels per spin in that area: 41.1
  tubes in hole (area ratio): 159.8
  bundle resistance: 42.4 ohm
  bundle / metal: 4.54
  crossover length L*: 359 nm
```
